# Restricted kinetic balance does not make Dirac basis-set energies upper bounds: verification in Python

```python
# Result under test: restricted kinetic balance (RKB) does not give upper bounds.
# E_RKB - E_exact = (E_up - E_exact) - (E_up - E_RKB), both brackets >= 0, where E_up has the
# same large basis and a complete small space; E_up - E_RKB -> |(1-Q) V D phi|^2/(8 c^4).
# Atomic units (hbar = m = e = 1), rest energy subtracted, D = d/dr + kappa/r,
# K = 2c^2 + E - V, Q = projector on the small basis, S,T,V,W = RKB matrices of r*exp(-a r^2),
# ie = 1/eta for the nucleus V = -Z erf(sqrt(eta) r)/r (ie = 0: point nucleus).
import math
import numpy as np, mpmath as mp, sympy as sp
from scipy.linalg import eigh, solve
from scipy.optimize import brentq, minimize
from scipy.integrate import solve_ivp
from scipy.special import erf, expit
from scipy import constants as K0

c0 = 1 / K0.alpha
eV = K0.physical_constants['Hartree energy in eV'][0]
a0 = K0.physical_constants['Bohr radius'][0]
Z = 80
print(f"c = {c0:.6f} au; Z = {Z}; Z*alpha = {Z/c0:.6f}; 1 Eh = {eV:.5f} eV")

# ---- one function r^g exp(-lam r), kappa = -k, point nucleus
mp.mp.dps = 50
def one_fn(Z, c, k, g):
    lam = mp.mpf(Z) / k
    m = lambda n: (2*lam)**n * mp.gamma(2*g+1-n) / mp.gamma(2*g+1)
    d = g - k
    uu = d*d*m(2) - 2*d*lam*m(1) + lam**2
    VL = -Z*m(1)
    VS = -Z*(d*d*m(3) - 2*d*lam*m(2) + lam**2*m(1)) / uu
    return (VL+VS-2*c*c)/2 + mp.sqrt(((VL-VS+2*c*c)/2)**2 + c*c*uu), VL, VS, uu
gam = lambda Z, c, k: mp.sqrt(k*k - (Z/c)**2)
exact = lambda Z, c, k: c*c*(gam(Z, c, k)/k - 1)
for k in (2, 3):
    c = mp.mpf(10)**4
    lo = (one_fn(1, c, k, gam(1, c, k))[0] - exact(1, c, k)) * c**4
    hi = (one_fn(1, c, k, mp.mpf(k))[0] - exact(1, c, k)) * c**4
    assert abs(lo * 8*k**6*(2*k-1) + 1) < 1e-6 and abs(hi * 8*k**6 - 1) < 1e-6
    print(f"k={k}: error*c^4/Z^6 at Z/c=1e-4: g=gamma {float(lo):.6e}, g=k {float(hi):.6e} au")
mp.mp.dps = 25
c, k = mp.mpf(c0), 2
g = gam(Z, c, k); lam = mp.mpf(Z)/k; Ex = exact(Z, c, k)
r_, g_, l_ = sp.symbols('r g l', positive=True)
Ps = r_**g_*sp.exp(-l_*r_); us = sp.diff(Ps, r_) - k*Ps/r_; ds = -sp.diff(us, r_) - k*us/r_
Pf, uf, df = [sp.lambdify((r_, g_, l_), e, 'mpmath') for e in (Ps, us, ds)]
I = lambda f: mp.quad(f, [0, 0.002, 0.02, 0.08, 0.3, 1, 3])
for gg, name in ((g, "g=gamma"), (mp.mpf(k), "g=k")):
    nP = I(lambda r: Pf(r, gg, lam)**2); nu = I(lambda r: uf(r, gg, lam)**2)
    off = c*I(lambda r: Pf(r, gg, lam)*df(r, gg, lam)) / mp.sqrt(nP*nu)
    h11 = I(lambda r: -Z/r*Pf(r, gg, lam)**2)/nP
    h22 = I(lambda r: -Z/r*uf(r, gg, lam)**2)/nu - 2*c*c
    Eq = np.linalg.eigvalsh(np.array([[float(h11), float(off)], [float(off), float(h22)]]))[1]
    E1, VL, VS, uu = one_fn(Z, c, k, gg)
    assert abs(Eq - float(E1)) < 1e-8
    print(f"2p3/2 {name}: V_L {float(VL):.4f} Eh, V_S {float(VS):.4f} Eh, <u|u> {float(uu):.4f} au")
    print(f"   E {float(E1):.6f} Eh, E-E_exact {float(E1-Ex):.6f} Eh = {float(E1-Ex)*eV:.3f} eV")
Fex = I(lambda r: (-Z/r-Ex)*Pf(r, g, lam)**2 + c*c*uf(r, g, lam)**2/(2*c*c+Ex+Z/r)) / I(lambda r: Pf(r, g, lam)**2)
assert abs(Fex) < 1e-9
assert one_fn(Z, c, k, g)[0] < Ex < one_fn(Z, c, k, mp.mpf(k))[0]
print(f"2p3/2: gamma {float(g):.6f}, lambda {float(lam):.1f} 1/bohr, E_exact {float(Ex):.6f} Eh")
print(f"   leading c^-4 terms: {-Z**6/c0**4/1536:.6f} Eh and {Z**6/c0**4/512:.6f} Eh")

# ---- Gaussian machinery, kappa = -1
def blocks(a, b, Z, ie):
    a, b = a[:, None], b[None, :]
    p = a + b; s = np.sqrt(p); f = 1/np.sqrt(1 + p*ie); q = math.sqrt(math.pi)
    return (q/(4*p*s), 3*q*a*b/(4*p*p*s), -Z*f/(2*p),
            -4*Z*a*b*f*(1/(2*p*p) + ie/(4*p*(1 + p*ie))))
def root(H, M, n):
    d = 1/np.sqrt(np.diag(M))
    x = eigh(H*np.outer(d, d), M*np.outer(d, d), subset_by_index=[n, n])[1][:, 0]*d
    x = x/math.sqrt(x @ M @ x)
    return x @ H @ x, x
def dirac(aL, aS, Z, ie, c):
    S, _, V, _ = blocks(aL, aL, Z, ie); _, T, _, W = blocks(aS, aS, Z, ie)
    X = blocks(aL, aS, Z, ie)[1]
    return root(np.block([[V, X], [X.T, W/(4*c*c) - T]]),
                np.block([[S, 0*X], [0*X.T, T/(2*c*c)]]), len(aS))
dt = 0.01
r = np.exp(np.arange(math.log(1e-10), math.log(30), dt)); w = r*dt
pot = lambda Z, ie: -Z/r*(erf(r/math.sqrt(ie)) if ie > 0 else 1.0)
chi = lambda a: r*np.exp(-np.outer(a, r*r))
Dchi = lambda a: -2*a[:, None]*r*chi(a)
def upper(a, Z, ie, c, E0):
    S, _, V, _ = blocks(a, a, Z, ie); D = Dchi(a); v = pot(Z, ie)
    f = lambda E: root(V + (D*(w/(2 + (E - v)/c**2))) @ D.T, S, 0)[0] - E
    return brentq(f, E0 - 1, E0 + 100, xtol=1e-14)

# ---- model: Z = 1, three Gaussians, c varied
a = np.array([0.15, 0.7, 4.0])
S, T, V, W = blocks(a, a, 1, 0.0)
Enr, x = root(T + V, S, 0)
VuVu = x @ (4*np.outer(a, a)*S) @ x
A = (VuVu - (W @ x) @ solve(2*T, W @ x))/8
print(f"model Z=1, exponents {a.tolist()} 1/bohr^2: E_NR {Enr:.6f} Eh, |(1-Q)Vu|^2/8 = {A:.6e} au")
df4 = {}
for c in (10., 20., 40.):
    E = dirac(a, a, 1, 0.0, c)[0]; df4[c] = upper(a, 1, 0.0, c, E) - E
    print(f"   c={c:.0f} au: E_up-E_RKB {df4[c]:.5e} Eh, times c^4 {df4[c]*c**4:.6e} au")
slope = math.log2(df4[40.]/df4[20.])
assert abs(df4[40.]*40.**4/A - 1) < 0.01 and abs(slope + 4) < 0.05
X = blocks(a, 2*a, 1, 0.0)[1]
Elim = root(V + X @ solve(blocks(2*a, 2*a, 1, 0.0)[1], X.T), S, 0)[0]
Eu = dirac(a, 2*a, 1, 0.0, 400.)[0]; loss = upper(a, 1, 0.0, 400., Enr) - Eu
assert loss > 0 and abs(loss/(Enr - Elim) - 1) < 0.01
print(f"   slope {slope:.4f}; unbalanced (small exponents x2), c=400 au: E {Eu:.6f} Eh")
print(f"   loss {loss:.6f} Eh, predicted c^0 loss {Enr-Elim:.6f} Eh")

# ---- Hg79+ 1s: reference by shooting
def shoot(ie, guess):
    c = c0
    def mismatch(E):
        def f(t, y):
            s = math.exp(t); rV = -Z*(math.erf(s/math.sqrt(ie)) if ie > 0 else 1.0)
            return [y[0] + (s*(E+2*c*c) - rV)*y[1]/c, -y[1] - (s*E - rV)*y[0]/c]
        s0 = 1e-9
        q0 = (-(E + 2*Z/math.sqrt(math.pi*ie))*s0/(3*c) if ie > 0
              else -(Z/c)/(1 + math.sqrt(1 - (Z/c)**2)))
        o = dict(method='DOP853', rtol=1e-12, atol=1e-20)
        yo = solve_ivp(f, [math.log(s0), math.log(0.01)], [1, q0], **o).y[:, -1]
        yi = solve_ivp(f, [math.log(0.5), math.log(0.01)],
                       [1, -math.sqrt(-E*(E+2*c*c))/(E+2*c*c)], **o).y[:, -1]
        return yo[1]/yo[0] - yi[1]/yi[0]
    return brentq(mismatch, guess - 0.7, guess + 0.5, xtol=1e-10)
Ept = float(exact(Z, mp.mpf(c0), 1))
assert abs(shoot(0.0, Ept) - Ept) < 1e-6
Rn = 5.5e-15/a0; ie = Rn**2/1.5
ad = 30*1.8**np.arange(35)
Ed, xd = dirac(ad, ad, Z, ie, c0)
Eref = shoot(ie, Ed)
assert abs(Ed - Eref) < 1e-5
print(f"1s: point E {Ept:.6f} Eh; rms radius 5.5 fm = {Rn:.4e} bohr, eta {1/ie:.4e} 1/bohr^2")
print(f"   E_exact (shooting) {Eref:.6f} Eh; dense 35-function set differs by {Ed-Eref:.1e} Eh")
xl = xd[:35]; s, t, v, ww = [xl @ B @ xl for B in blocks(ad, ad, Z, ie)]
Ec = root(np.array([[v, t], [t, ww/(4*c0**2) - t]]), np.diag([s, t/(2*c0**2)]), 1)[0]
assert Ec < Eref - 1
print(f"   one contracted large function with RKB partner: E-E_exact {Ec-Eref:.4f} Eh")

# ---- energy-optimized exponents
def expo(y):
    return np.exp(np.cumsum(np.r_[6 + 3*np.tanh(y[0]), 0.4 + 3*expit(y[1:])]))
def cost(y):
    a = expo(y); n = len(a); E, x = dirac(a, a, Z, ie, c0)
    S, T, V, W = [B.imag/1e-20 for B in blocks(a*(1 + 1e-20j), a, Z, ie)]
    G = np.block([[V - E*S, T], [T, W/(4*c0**2) - T - E*T/(2*c0**2)]])
    gi = 2*x*(G @ x); gl = np.cumsum((gi[:n] + gi[n:])[::-1])[::-1]
    e = expit(y[1:])
    return E - Eref, gl*np.r_[3/np.cosh(y[0])**2, 3*e*(1 - e)]
res = []
for n in (10, 14, 18):
    e = (11/(n-1) - 0.4)/3
    y = np.r_[0.1, np.full(n-1, math.log(e/(1-e)))]
    for _ in range(2):
        y = minimize(cost, y, jac=True, method='BFGS', options=dict(gtol=1e-9, maxiter=700)).x
    a = expo(y); E = dirac(a, a, Z, ie, c0)[0]; Eup = upper(a, Z, ie, c0, E)
    assert Eup > Eref - 1e-7 and Eup > E
    res.append((E, Eup, a))
    print(f"N={n}: E-Eex {E-Eref:.4e}, Eup-Eex {Eup-Eref:.4e}, Eup-E {Eup-E:.4e} Eh; a_max {a[-1]:.3e}")
E, Eup, a = min(res, key=lambda z: z[0]); n = len(a)
assert E - Eref < -1e-5
print(f"most prolapsed: N={n}, E {E:.6f} Eh, E-E_exact {(E-Eref)*eV:.5f} eV; exponents (1/bohr^2):")
for i in range(0, n, 6):
    print("   " + " ".join(f"{z:.4e}" for z in a[i:i+6]))
C, D, v = chi(a), Dchi(a), pot(Z, ie)
for Bq, Ba in zip(((C*w) @ C.T, (D*w) @ D.T/2, (C*w*v) @ C.T, (D*w*v) @ D.T), blocks(a, a, Z, ie)):
    assert np.max(np.abs(Bq/Ba - 1)) < 1e-9
x = dirac(a, a, Z, ie, c0)[1]
phi, u, Kr = x[:n] @ C, x[:n] @ D, 2*c0**2 + E - v
rho = u - Kr*(x[n:] @ D)/(2*c0**2)
dens = w*c0**2*rho**2/Kr; delta = dens.sum(); nL = (w*phi**2).sum()
F = (w*((v - E)*phi**2 + c0**2*u**2/Kr)).sum()
assert abs(F - delta) < 1e-7 + 1e-6*delta and Eup - E <= delta/nL + 1e-8
rc = Z/c0**2; inside = r < rc
fd, fp = dens[inside].sum()/delta, (w*phi**2)[inside].sum()/nL
assert fd > 0.5 > fp
print(f"   delta {delta:.5e} Eh, F(E,phi) {F:.5e} Eh, <phi|phi> {nL:.5f}, bound {delta/nL:.5e} Eh")
print(f"   inside Ze^2/mc^2 = {rc:.5f} bohr: {fd:.3f} of delta, {fp:.3f} of large density")
mid = np.sqrt(a[1:]*a[:-1])[(a[:-1] > 1/rc**2) & (np.log(a[1:]/a[:-1]) > 0.8)]
ab = np.sort(np.r_[a, mid, a[-1]*3.0**np.arange(1, 4)])
ES, EL, EB = [dirac(p, q, Z, ie, c0)[0] for p, q in ((a, ab), (ab, a), (ab, ab))]
dB = upper(ab, Z, ie, c0, EB) - EB
assert E < ES < Eup + 1e-8 and EL < E
assert EB > E and dB < 0.5*(Eup - E)
print(f"   {len(ab)-n} tight exponents added (above {1/rc**2:.3e} 1/bohr^2), E-E_exact:")
print(f"   small only {ES-Eref:.4e} Eh, large only {EL-Eref:.4e} Eh, balanced pairs {EB-Eref:.4e} Eh")
print(f"   balanced pairs raise E by {EB-E:.4e} Eh; remaining Eup-E {dB:.4e} Eh")
print("done: every assertion held")
```

Printed output:

```
c = 137.035999 au; Z = 80; Z*alpha = 0.583788; 1 Eh = 27.21139 eV
k=2: error*c^4/Z^6 at Z/c=1e-4: g=gamma -6.510417e-04, g=k 1.953125e-03 au
k=3: error*c^4/Z^6 at Z/c=1e-4: g=gamma -3.429355e-05, g=k 1.714678e-04 au
2p3/2 g=gamma: V_L -1672.8516 Eh, V_S -1726.8368 Eh, <u|u> 1750.1942 au
   E -818.420802 Eh, E-E_exact -0.613307 Eh = -16.689 eV
2p3/2 g=k: V_L -1600.0000 Eh, V_S -1600.0000 Eh, <u|u> 1600.0000 au
   E -816.350982 Eh, E-E_exact 1.456513 Eh = 39.634 eV
2p3/2: gamma 1.912901, lambda 40.0 1/bohr, E_exact -817.807495 Eh
   leading c^-4 terms: -0.483961 Eh and 1.451882 Eh
model Z=1, exponents [0.15, 0.7, 4.0] 1/bohr^2: E_NR -0.496680 Eh, |(1-Q)Vu|^2/8 = 7.492963e-03 au
   c=10 au: E_up-E_RKB 7.40336e-07 Eh, times c^4 7.403360e-03 au
   c=20 au: E_up-E_RKB 4.66832e-08 Eh, times c^4 7.469316e-03 au
   c=40 au: E_up-E_RKB 2.92452e-09 Eh, times c^4 7.486765e-03 au
   slope -3.9966; unbalanced (small exponents x2), c=400 au: E -0.511134 Eh
   loss 0.014453 Eh, predicted c^0 loss 0.014453 Eh
1s: point E -3532.192093 Eh; rms radius 5.5 fm = 1.0393e-04 bohr, eta 1.3886e+08 1/bohr^2
   E_exact (shooting) -3530.179606 Eh; dense 35-function set differs by 8.2e-08 Eh
   one contracted large function with RKB partner: E-E_exact -508.7561 Eh
N=10: E-Eex 2.8869e-02, Eup-Eex 5.7541e-02, Eup-E 2.8672e-02 Eh; a_max 3.122e+07
N=14: E-Eex -5.0714e-05, Eup-Eex 2.0914e-03, Eup-E 2.1421e-03 Eh; a_max 5.807e+07
N=18: E-Eex -1.7942e-04, Eup-Eex 1.4835e-03, Eup-E 1.6629e-03 Eh; a_max 6.072e+07
most prolapsed: N=18, E -3530.179786 Eh, E-E_exact -0.00488 eV; exponents (1/bohr^2):
   2.3869e+02 4.3135e+02 7.6264e+02 1.3525e+03 2.4212e+03 4.3750e+03
   7.9483e+03 1.4439e+04 2.6226e+04 4.8419e+04 9.2829e+04 1.8711e+05
   3.9631e+05 8.8884e+05 2.1182e+06 5.5438e+06 1.6168e+07 6.0725e+07
   delta 1.78124e-03 Eh, F(E,phi) 1.78124e-03 Eh, <phi|phi> 0.90609, bound 1.96585e-03 Eh
   inside Ze^2/mc^2 = 0.00426 bohr: 1.000 of delta, 0.059 of large density
   8 tight exponents added (above 5.510e+04 1/bohr^2), E-E_exact:
   small only 1.3306e-03 Eh, large only -5.3081e+04 Eh, balanced pairs 8.7954e-06 Eh
   balanced pairs raise E by 1.8821e-04 Eh; remaining Eup-E 3.1598e-05 Eh
done: every assertion held
```
